# Decay modes of a symmetrically excited wafer with surface recombination

## Problem

A semiconductor wafer occupies \(-W/2<x<W/2\). A short light pulse creates an excess density \(n(x,t)\) of minority carriers, uniform along the wafer and even in \(x\). After the pulse the carriers diffuse with constant diffusivity \(D\) and recombine at the faces alone. Both faces have the same constant surface recombination velocity \(S\), with \(0<S<\infty\): each removes \(S\,n\) carriers per unit area and time, where \(n\) is taken at that face.

(a) Find the decay modes and say which of them an even excitation can contain. Find their amplitudes for a uniform start.

(b) Show that the second contributing mode has a decay rate at least nine times that of the fundamental. Is the factor nine ever reached?

(c) Find how the ratio of the two rates behaves for weak and for strong surface recombination.

(d) What becomes of the bound if there is bulk recombination, or if the excitation is not even?

(e) Evaluate the modes for a p-type silicon wafer with oxidised faces at 300 K: \(W=300\) µm, electron mobility 1200 cm²/Vs, \(S=1000\) cm/s, doping \(10^{16}\) cm⁻³ and injection \(10^{13}\) cm⁻³. Judge which neglected effects matter.

## Solution

### (a) The modes

The density obeys

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}.
\]

The diffusion current along \(+x\) is \(-D\,\partial n/\partial x\). At the right face it must equal the outward loss \(S n\). At the left face the outward direction is \(-x\), so there \(+D\,\partial n/\partial x=S n\).

Let \(z=2x/W\), so that the faces lie at \(z=\pm1\) and \(\partial/\partial x=(2/W)\,\partial/\partial z\). A mode is a solution \(n=\phi(z)e^{-\lambda t}\). Define

\[
h=\frac{SW}{2D},\qquad \lambda=\frac{4D}{W^2}u^2 .
\]

The equation and the face conditions become

\[
\phi''=-u^2\phi,\qquad \phi'(1)=-h\,\phi(1),\qquad \phi'(-1)=h\,\phi(-1).
\]

The number \(h\) compares surface removal with diffusive supply. For small \(h\) the density stays nearly flat; for large \(h\) the faces are nearly empty.

Every mode decays. Multiply the equation by \(\phi\), integrate over the wafer and integrate by parts:

\[
u^2\int_{-1}^{1}\phi^2dz=\int_{-1}^{1}\phi'^2dz+h\left[\phi(1)^2+\phi(-1)^2\right].
\]

The right side is positive: it could vanish only for a constant \(\phi\) that is zero at the faces, which is no mode. Hence \(u^2>0\), and we take \(u>0\).

**Parity.** Insert \(\phi=a\cos uz+b\sin uz\) into the two face conditions:

\[
a(h\cos u-u\sin u)+b(u\cos u+h\sin u)=0,
\]
\[
-a(h\cos u-u\sin u)+b(u\cos u+h\sin u)=0 .
\]

The sum and the difference give

\[
b(u\cos u+h\sin u)=0,\qquad a(h\cos u-u\sin u)=0 .
\]

The squares of the two brackets add up to \(u^2+h^2>0\), so the brackets cannot vanish together. Each mode is therefore purely even or purely odd:

\[
\text{even: }\cos uz,\quad u\tan u=h;\qquad
\text{odd: }\sin uz,\quad u\cot u=-h .
\]

Dividing by \(\cos u\) in the even case loses no root, since \(\cos u=0\) would require \(u\sin u=0\) as well. The same argument, with sine and cosine exchanged, covers the odd case.

**Position of the roots.** The even condition needs \(\tan u>0\), so its roots lie in the intervals \((m\pi,\,m\pi+\pi/2)\), \(m=0,1,2,\dots\) In each of them \(u\tan u\) rises from 0 to infinity, because its derivative \(\tan u+u/\cos^2u\) is positive. Each interval holds one root. We call the first two \(u_1\) and \(u_2\):

\[
0<u_1<\frac{\pi}{2},\qquad \pi<u_2<\frac{3\pi}{2}.
\]

The odd condition needs \(\cot u<0\). In each interval \((m\pi+\pi/2,\,(m+1)\pi)\) the function \(u\cot u\) falls from 0 to minus infinity, since its derivative is \((\tfrac12\sin2u-u)/\sin^2u<0\). The first odd root \(u_o\) thus lies between \(\pi/2\) and \(\pi\), and so between \(u_1\) and \(u_2\).

**What the excitation contains.** For two modes \(\phi_a,\phi_b\) with different \(u\),

\[
(u_a^2-u_b^2)\int_{-1}^{1}\phi_a\phi_b\,dz=\left[\phi_a\phi_b'-\phi_b\phi_a'\right]_{-1}^{1}=0,
\]

because the face conditions cancel the bracket at each end. The modes are orthogonal, and by the Sturm–Liouville theorem they form a complete set. The amplitude of a mode is therefore

\[
A=\frac{\int_{-1}^{1} n(z,0)\,\phi\,dz}{\int_{-1}^{1}\phi^2dz}.
\]

For an even start the numerator vanishes for each odd mode. The fundamental is present in any start that is non-negative and not zero throughout, since \(\cos u_1z>0\) in the whole wafer. The second contributing mode is then the one with \(u_2\). A special even profile may have no component along it; the next contributing mode is then faster still, and a lower bound proved for \(u_2\) holds for it too.

For a uniform start of unit density,

\[
\int_{-1}^{1}\cos uz\,dz=\frac{2\sin u}{u},\qquad
\int_{-1}^{1}\cos^2uz\,dz=1+\frac{\sin2u}{2u},
\]

and therefore

\[
A=\frac{4\sin u}{2u+\sin2u}.
\]

The average of \(\cos uz\) over the wafer is \(\sin u/u\), so the mode supplies the share \(A\sin u/u\) of the initial average density. As \(\sin u_2\neq0\), a uniform start does contain the second even mode.

### (b) The bound

The roots have no closed form, but the bound follows from how they move with \(h\). For an even root \(\tan u>0\), and we may write

\[
\ln h=\ln u+\ln\tan u .
\]

Differentiate with respect to \(u\), using \((\tan u)'=1+\tan^2u\), and multiply by \(u\):

\[
\frac{d\ln h}{d\ln u}=1+u\,\frac{1+\tan^2u}{\tan u}
=1+\frac{u}{\tan u}+u\tan u .
\]

Now put \(\tan u=h/u\). The second term becomes \(u^2/h\) and the third \(h\). Inverting the result gives

\[
\frac{d\ln u}{d\ln h}=\frac{h}{h+h^2+u^2}. \tag{1}
\]

At a given \(h\) the right side is smaller for the larger root. Since \(u_2>u_1\),

\[
\frac{d}{d\ln h}\ln\frac{u_2}{u_1}
=\frac{h}{h+h^2+u_2^2}-\frac{h}{h+h^2+u_1^2}<0 .
\]

The ratio \(u_2/u_1\) falls strictly as \(h\) grows. Its limit is known: both roots are bounded, so \(\tan u=h/u\to\infty\) as \(h\to\infty\), and each root moves to the upper end of its interval, \(u_1\to\pi/2\) and \(u_2\to3\pi/2\). A strictly falling function lies above its limit, so \(u_2/u_1>3\) at every finite \(h\), and

\[
\frac{\lambda_2}{\lambda_1}=\left(\frac{u_2}{u_1}\right)^2>9 .
\]

The factor nine is the greatest lower bound, approached as \(S\to\infty\) and not reached at finite \(S\). In that limit the density vanishes at the faces, and the two modes fit one and three half-waves between them. Diffusive decay goes as the square of the wavenumber, hence \(3^2\). When \(S\) is lowered, both wavenumbers fall, but by (1) the fundamental loses the larger fraction of its wavenumber.

At \(S=0\) the fundamental becomes a constant density that does not decay, and the ratio has no finite value.

### (c) Weak and strong surface recombination

**Small \(h\).** Here \(u_1\) is small, and \(u\tan u=u^2+u^4/3+\dots=h\) gives \(u_1^2\approx h-h^2/3\), so that \(1/u_1^2\approx(1+h/3)/h\). The fundamental lifetime is

\[
\tau_1=\frac{W^2}{4Du_1^2}\approx\frac{W^2}{4D}\left(\frac1h+\frac13\right)
=\frac{W}{2S}+\frac{W^2}{12D}. \tag{2}
\]

The first term is the content \(nW\) of a flat profile divided by the loss \(2Sn\) at two faces. The second is the delay caused by diffusion to the faces.

For the second mode put \(u_2=\pi+\varepsilon\). Then \((\pi+\varepsilon)\tan\varepsilon=h\) gives \(\varepsilon\approx h/\pi\), and \(u_2^2\to\pi^2\). To leading order

\[
\frac{\lambda_2}{\lambda_1}\approx\frac{\pi^2}{h}=\frac{2\pi^2D}{SW}.
\]

The second mode must redistribute carriers inside the wafer, and its rate stays finite as \(S\to0\), whereas the fundamental waits for the surface.

**Large \(h\).** Bring the two fractions in the derivative of \(\ln(u_2/u_1)\) to a common denominator:

\[
\frac{d}{d\ln h}\ln\frac{u_2}{u_1}
=-\frac{h\,(u_2^2-u_1^2)}{(h+h^2+u_1^2)(h+h^2+u_2^2)}
\approx-\frac{2\pi^2}{h^3},
\]

because \(u_2^2-u_1^2\to9\pi^2/4-\pi^2/4=2\pi^2\) and the denominator tends to \(h^4\). Integrate from \(h\) to infinity, where the ratio is 3:

\[
\ln\frac{u_2}{u_1}-\ln3\approx\int_h^\infty\frac{2\pi^2}{s^3}\frac{ds}{s}=\frac{2\pi^2}{3h^3}.
\]

Doubling the logarithm and expanding the exponential gives

\[
\frac{\lambda_2}{\lambda_1}\approx9\left(1+\frac{4\pi^2}{3h^3}\right)=9+\frac{12\pi^2}{h^3}.
\]

The approach to nine is fast because, for large \(h\), the right side of (1) is \(1/h-1/h^2+(1-u^2)/h^3+\dots\), which depends on \(u\) only from the third order on. The terms of order \(1/h\) and \(1/h^2\) therefore shift both roots by the same fraction and cancel in the ratio.

### (d) When the bound fails

**Bulk recombination.** A loss term \(-bn\) with constant \(b\) leaves the mode shapes unchanged and adds \(b\) to each rate. The ratio becomes \((\lambda_2+b)/(\lambda_1+b)\), which falls towards one as \(b\) grows. It equals nine when \(\lambda_2+b=9\lambda_1+9b\), that is, at

\[
b=\frac{\lambda_2-9\lambda_1}{8}. \tag{3}
\]

For larger \(b\) the ratio is below nine. The difference \(\lambda_2-\lambda_1\) does not change.

**Excitation that is not even.** Now the odd mode \(u_o\) can appear between the other two. From \(\ln h=\ln u+\ln(-\cot u)\) one finds

\[
\frac{d\ln h}{d\ln u}=1-u\,\frac{1+\cot^2u}{\cot u}=1-\frac{u}{\cot u}-u\cot u
=1+\frac{u^2}{h}+h,
\]

where \(\cot u=-h/u\) was used. This is law (1) again. So \(u_o/u_1\) also falls with \(h\), now towards \(\pi/(\pi/2)=2\), and the guaranteed factor between the rates drops from nine to four.

The measured quantity matters here. A signal proportional to the average density does not see the odd modes of a wafer with equal faces, since the average of \(\sin uz\) is zero. For such a signal the bound of nine survives one-sided excitation. A signal that weights one face more strongly contains the odd mode.

### (e) The silicon wafer

**Rates.** With the thermal voltage of 25.852 mV, the Einstein relation gives

\[
D=1200\times0.025852=31.02\ \text{cm}^2/\text{s},\qquad
h=\frac{1000\times0.03}{2\times31.02}=0.4835 .
\]

The roots are \(u_1=0.6440\), \(u_o=1.8292\) and \(u_2=3.2876\). With \(4D/W^2=1.379\times10^5\) s⁻¹,

\[
\lambda_1=1.379\times10^5\times0.6440^2=5.72\times10^4\ \text{s}^{-1},
\]
\[
\lambda_2=1.379\times10^5\times3.2876^2=1.490\times10^6\ \text{s}^{-1}.
\]

The lifetimes are 17.5 µs and 0.67 µs, and the ratio of the rates is 26.1. Formula (2) gives \(15.0+2.4=17.4\) µs for the fundamental, so at this \(h\) most of the lifetime is set by the surface and a smaller part by diffusion.

**Amplitudes.** For a uniform start \(A_1=1.068\) and \(A_2=-0.085\). At mid-wafer the second mode is negative and somewhat more than offsets the excess of the fundamental over the flat start; the higher modes make up the difference. Near the faces \(\cos u_2z\) is negative, as \(A_2\) is, so the mode adds density there. In the average density the shares are 99.59% and 0.375%. At mid-wafer the second mode falls below 1% of the fundamental after

\[
t=\frac{\ln\left(|A_2/A_1|/0.01\right)}{\lambda_2-\lambda_1}=1.45\ \text{µs},
\]

when the fundamental has lost about 8% of its initial amplitude. A small amplitude does not yet mean a clean slope, because this mode decays 26 times faster: the local decay time at mid-wafer is 23.4 µs at that moment and 18.0 µs at 3 µs, against 17.5 µs for the fundamental. For the average density it is already 17.3 µs at 1.5 µs.

**Dependence on \(S\).** With \(W\) and \(D\) held fixed:

| \(S\) (cm/s) | \(h\) | \(\tau_1\) (µs) | \(\lambda_2/\lambda_1\) |
|---|---|---|---|
| \(10\) | 0.00484 | 1502 | 2046 |
| \(10^2\) | 0.0484 | 152 | 209 |
| \(10^3\) | 0.484 | 17.5 | 26.1 |
| \(10^4\) | 4.84 | 4.25 | 9.46 |
| \(10^5\) | 48.4 | 3.06 | 9.00098 |
| \(10^6\) | 484 | 2.95 | 9.000001 |

In the first row \(\pi^2/h\) gives 2041. In the fifth, \(12\pi^2/h^3\) gives an excess over nine of 0.00105 against 0.00098; the neglected terms are of relative order \(1/h\). The lifetime levels off at large \(S\) because diffusion to the faces then limits the decay.

**The real case.** The input values are rough ones for a wafer whose thermal oxide has had no hydrogen anneal. A good anneal can lower \(S\) by one or more powers of ten, which leads to the upper rows of the table; the last row is an extreme entry that displays the limit. Real wafers depart from the model as follows.

- *One-sided light* excites the odd mode. With an absorption coefficient of 10 cm⁻¹, a rough value near the band edge, and a single pass of the light, the odd mode starts at 12.8% of the fundamental at the lit face. Three quarters of this light reaches the back face, and reflection there evens out the profile: a back reflectance of 0.1 gives 11% and one of 0.31 gives 8%. Its rate is 8.07 times the fundamental rate, below nine. More strongly absorbed light excites the higher modes much more: at 300 cm⁻¹ the odd mode starts at about twice the fundamental at the lit face, and the second even mode at 6.5% of the fundamental in the average density.
- *Unequal faces* mix the parities. If \(S\) is 10% higher on one face and 10% lower on the other, the second mode has 8.09 times the rate of the first. After a uniform start its amplitude at the faster face is 2.7% of that of the first.
- *Temperature.* At 350 K, with \(S\) fixed and a mobility falling roughly as \(T^{-2.4}\), \(D\) drops to 25.0 cm²/s. The fundamental lifetime rises to 18.1 µs and the ratio falls to 22.2, still above nine, as it must be in the model. The exponent \(-2.4\) belongs to lightly doped silicon; at this doping an empirical mobility fit gives about \(-2.06\), and then \(D=26.3\) cm²/s, a lifetime of 17.9 µs and a ratio of 23.0. Holding \(S\) fixed is itself an assumption. In the surface model below, with fixed charge and cross-section, the smaller bending and a thermal velocity growing as \(\sqrt T\) together lower \(S\) by about 6% at 350 K. The lifetime is then 18.9 µs and the ratio 24.1, a larger shift than the one caused by \(D\).
- *Bulk recombination* with an assumed lifetime of 1 ms adds 1.75% to the fundamental rate and lowers the ratio to 25.6. By (3) the ratio reaches nine at a bulk lifetime of 8.2 µs. At \(S=10\) cm/s the same 1 ms would exceed the surface loss and cut the ratio from 2046 to about 820.
- *Lateral diffusion.* If the rim of a lit disc of 1 cm radius is treated as perfectly absorbing, the slowest radial mode adds 0.31% to the fundamental rate, but it dominates only after more than a millisecond, when the carriers are long gone. Before that the higher radial modes carry the loss: for the density averaged over a uniformly lit disc the extra rate is about 9% of the fundamental rate at 1.5 µs, 6% at 3 µs and 3% at 17.5 µs, and half of this if the carriers simply spread into the dark wafer. The loss is confined to a rim several diffusion lengths \(\sqrt{D\tau_1}\approx0.02\) cm wide. With the absorbing rim at 17.5 µs the extra local rate is 23% of the fundamental rate 0.05 cm inside the edge, 1.3% at 0.1 cm and negligible at 0.2 cm, so a signal taken well inside the lit area avoids it.
- *Ambipolar transport*, with a rough hole mobility of 400 cm²/Vs, lowers \(D\) by 0.2% at this injection.

**Is \(S\) constant?** Positive oxide charge repels holes and bends the bands at the surface. Let \(v\) be the potential in units of the thermal voltage \(V_T\), \(N\) the doping, \(\epsilon\) the permittivity of silicon, \(q\) the elementary charge and \(Q\) the number of oxide charges per area. In the depleted layer Poisson's equation reads \(v''=(qN/\epsilon V_T)(1-e^{-v})\), with derivatives taken along the depth. Multiply by \(v'\), integrate from the neutral interior, and use Gauss's law \(|v'|=qQ/(\epsilon V_T)\) at the surface, where \(v=v_s\):

\[
v_s-1+e^{-v_s}=\frac{qQ^2}{2\epsilon N V_T}.
\]

For \(Q=5\times10^{10}\) cm⁻², a rough value, the bending is 39.6 mV, or \(v_s=1.53\).

Take interface states at midgap with equal capture velocities for both carriers, and flat quasi-Fermi levels across the layer. With the intrinsic density neglected, the surface rate is proportional to \(n_sp_s/(n_s+p_s)\), where \(n_s\approx n\,e^{v_s}\) and \(p_s\approx N e^{-v_s}\). Division by \(n\) gives

\[
S\propto\frac{e^{v_s}}{1+(n/N)e^{2v_s}} .
\]

At the stated injection \(n/N=10^{-3}\) and \(e^{2v_s}\approx21\), so at fixed bending \(S\) lies 2.1% below its value at vanishing injection. At fixed surface charge the injected electrons also lower \(v_s\) by about 0.004, which brings the drop to about 2.4%. The interface states, however, capture electrons under injection and reduce the net positive charge. With \(S=1000\) cm/s, a thermal velocity of \(10^7\) cm/s and a capture cross-section of \(10^{-15}\) cm² there are about \(2\times10^{10}\) states per cm²; \(v_s\) then falls by about 0.02 and the drop is about 4%. With \(10^{-16}\) cm² it is about 14%. These figures are for a single midgap level; with the states spread evenly over the gap they become about 3.5% and 10%. The figures that follow keep the surface charge fixed. The correction fades as the carriers decay. It grows in proportion to \(n\) while it is small, so a constant \(S\) is a low-injection assumption. Low here means \((n/N)e^{2v_s}\ll1\), which is much stricter than \(n\ll N\) and very sensitive to the assumed inputs. For \(Q=10^{11}\) cm⁻² the bending is \(v_s\approx4.0\), and \(S\) at the same injection falls by nearly three quarters. If the capture velocity for electrons is \(r\) times that for holes, the term \((n/N)e^{2v_s}\) is multiplied by \(r\); for \(r=10\) and \(Q=5\times10^{10}\) cm⁻² the drop is about 18%. In such cases \(S\) rises during the decay, and the decay is not a single exponential. The \(S\) of the model applies at the inner edge of the space charge, whose width, of the order of \(Q/N=50\) nm, is negligible beside 300 µm. The extra electrons held in the layers are weighted by \(e^{v}\): at low injection they amount to 0.08% of the wafer content for \(Q=5\times10^{10}\) cm⁻² and 0.7% for \(10^{11}\) cm⁻², and they grow steeply with the bending.

For this wafer, then, the fundamental lifetime can be read from the average density soon after the pulse, provided that the faces are nearly equal, the light is weakly absorbed, the signal is taken well inside the lit area, and the injection is low in the strict sense above, which depends on the oxide charge, the capture ratio and the density of interface states. With an absorption coefficient of 300 cm⁻¹ the local decay time of the average is still 14.7 µs at 1.5 µs and 17.1 µs at 3 µs after the pulse, against 17.5 µs for the fundamental. Converting it to \(S\) also requires that the bulk rate be small or known. The main computed values are collected in the numerical output below.

## Computed values

```
temperature: 300 K
wafer thickness: 300 um
electron mobility: 1200 cm2/Vs
surface recombination velocity: 1000 cm/s
doping: 1.0e+16 cm^-3
injection: 1.0e+13 cm^-3
thermal voltage: 25.852 mV
diffusivity D: 31.022 cm2/s
h = S W/(2 D): 0.48352
u of fundamental: 0.64401
u of first odd mode: 1.82922
u of second even mode: 3.28762
rate of fundamental: 5.7185e+04 1/s
rate of second even mode: 1.4902e+06 1/s
lifetime of fundamental: 17.487 us
lifetime of first odd mode: 2.168 us
lifetime of second even mode: 0.6710 us
rate ratio, second even/fundamental: 26.060
rate ratio, first odd/fundamental: 8.068
uniform start, amplitude of fundamental: 1.06820
uniform start, amplitude of second even: -0.08481
share of fundamental in average: 99.587 %
share of second even in average: 0.375 %
second even below 1% at mid-wafer after: 1.446 us
table: S (cm/s), h, fundamental lifetime (us), rate ratio
  1e+01  0.0048352  1502  2046.486
  1e+02  0.048352  152.4  209.4468
  1e+03  0.48352  17.49  26.06012
  1e+04  4.8352  4.247  9.457614
  1e+05  48.352  3.062  9.00098
  1e+06  483.52  2.952  9.000001
neglected effects:
bulk lifetime assumed: 1.0 ms
bulk rate/fundamental rate: 1.75 %
rate ratio with this bulk: 25.629
bulk lifetime that gives ratio nine: 8.200 us
lit disc radius: 1.0 cm
lateral rate/fundamental rate: 0.31 %
face mismatch of S, up and down: 10 %
mismatch, second/first rate: 8.091
mismatch, second/first amplitude at high-S face: 2.68 %
one-sided light, absorption: 10 1/cm
one-sided light, odd/fundamental at lit face: 12.80 %
at 350 K, D: 25.00 cm2/s
at 350 K, fundamental lifetime: 18.104 us
at 350 K, rate ratio: 22.178
ambipolar change of D: -0.199 %
oxide charge: 5.0e+10 charges/cm2
surface band bending: 39.6 mV
space-charge width, charge/doping: 50 nm
change of S at this injection: -2.09 %
```
